The Random Baseline for ⟨111⟩ Fibre Texture in Cubic Films

**Problem**

An orientation map of a metal film records, for each grain, how the crystal axes lie relative to the film. A grain is counted as ⟨111⟩-textured if one of its ⟨111⟩ directions lies within 15° of the film normal. Some grains pass this criterion by chance, even in a film with no texture.

(a) Show that 13.6 percent of randomly oriented cubic grains pass.

(b) A map of 20 µm by 20 µm has 60 percent of its area inside the 15° window. What multiple of the random value is this? If the film is a mixture of a perfect ⟨111⟩ fibre and random grains, what share of the area belongs to the fibre?

(c) The grain diameters in the map are lognormal, with mean 0.5 µm and logarithmic width 0.5. By how much would the reading of a random film scatter from one such map to the next? How far can twinning increase that scatter?

"Randomly oriented" means that all rotations of the crystal are equally likely. Grain areas are taken to be independent of orientation in the random film, so the expected area fraction equals the expected number fraction. The family ⟨111⟩ includes both senses of each axis.

**Hints**

1. Do not follow the crystal as it turns relative to the film. Sit on the crystal and ask where the film normal points.

2. The normals that lie within a given angle of one direction fill a spherical cap. Find its share of the sphere.

3. Count the ⟨111⟩ directions, and check whether their caps overlap before adding them.

4. In (b), random grains also contribute to the window, so the measured fraction is not itself the fibre share.

5. In (c), a large grain carries more weight than a small one. Write the area fraction as a weighted mean and find its variance. For twins, ask which ⟨111⟩ directions two twinned crystals have in common.

**Solution of (a)**

Let n be the unit vector along the film normal, expressed in crystal axes. If all rotations are equally likely, an additional fixed rotation of the crystal changes nothing in the statistics. The distribution of n is therefore the same after any rotation, which requires a constant density on the unit sphere. The probability that n falls in some region is the solid angle of that region divided by 4π.

Take one ⟨111⟩ direction as the polar axis. The normals within an angle α of it fill a cap of solid angle

Ω = ∫₀^2π dφ ∫₀^α sin θ dθ = 2π(1 − cos α).

Division by 4π gives the probability for one direction:

p₁ = (1 − cos α)/2.

The directions are (±1, ±1, ±1)/√3. The three signs are independent, so there are 2³ = 8 directions, on four axes. Their caps may be added only if no normal belongs to two of them. The scalar product of two different directions is 1/3, −1/3 or −1, according to whether one, two or three signs differ. The smallest separation thus has cosine 1/3 and equals 70.53°.

If n were within α of two directions, these could be at most 2α apart. For α = 15° that is 30°, less than 70.53°, so the caps are disjoint. The fraction of random grains in the window is

F₀ = 8p₁ = 4(1 − cos α).

With cos 15° = 0.965926,

F₀ = 4 × 0.034074 = 0.1363,

or 13.6 percent, as required. Each cap contributes 1.7037 percent.

The factor of eight deserves care. The film normal is one directed line, and a grain passes whether it presents [111] or the opposite direction to it. Counting each axis in one sense only would give 6.81 percent, half the correct value.

For small α, measured in radians, 1 − cos α ≈ α²/2, so F₀ ≈ 2α². The baseline grows as the square of the window angle: it is 1.52 percent at 5° and 6.08 percent at 10°. A measured texture fraction therefore has no meaning until its window is stated.

A numerical trial with one million random crystal rotations gave 13.65 percent, with a standard error of 0.034 percentage points. Evaluated for a reference direction tilted by 3° from the film normal, the same crystals gave 13.66 percent. This agrees with the symmetry argument: a mounting tilt does not change the expected baseline of a random film.

Equal likelihood of all rotations is not the same as equal steps in the polar angle θ between n and a cube axis. A uniform sphere has density (sin θ)/2 in θ, whereas equal steps between 0 and π have density 1/π. Their ratio is 2/(π sin θ). At a ⟨111⟩ direction sin θ = √(2/3), and the ratio is 0.78, so the window is undersampled. Integration over the whole window gives 10.77 percent for this faulty choice.

**Solution of (b)**

The measured fraction is F = 0.60. Relative to a random film it is

F/F₀ = 0.60/0.1363 = 4.40.

Now let f be the area share of the fibre. In this first model every fibre grain lies in the window, while the random remainder, of share 1 − f, contributes its baseline:

F = f + (1 − f)F₀.

Expand the right side and collect the terms in f:

F = F₀ + f(1 − F₀).

Subtract F₀ and divide by 1 − F₀:

f = (F − F₀)/(1 − F₀) = 0.4637/0.8637 = 0.537.

The fibre share is 53.7 percent in this model. The formula has the right limits: f = 0 when F = F₀, and f = 1 when F = 1. A negative f would mean that the window holds less than the random amount, and the mixture model would then not apply, apart from statistical scatter.

**Solution of (c)**

Let grain i have area aᵢ, and let xᵢ be 1 if it lies in the window and 0 otherwise. The reading of the map is

F_map = Σ aᵢxᵢ / Σ aᵢ.

For independent random grains each xᵢ has mean F₀ and variance F₀(1 − F₀). At given areas the variance of the reading is therefore

Var(F_map) = F₀(1 − F₀) Σ aᵢ² / (Σ aᵢ)².

For a large number N of grains, Σ aᵢ² ≈ N⟨a²⟩ and Σ aᵢ ≈ N⟨a⟩. This suggests an effective number of grains,

N_eff = N⟨a⟩²/⟨a²⟩, with Var(F_map) ≈ F₀(1 − F₀)/N_eff.

The averages follow from the lognormal law. If ln D is Gaussian with mean m and width s, then

⟨Dᵏ⟩ = exp(km + k²s²/2).

The mean diameter is d = exp(m + s²/2). For k = 2,

⟨D²⟩ = exp(2m + 2s²) = d² exp(s²).

With a = πD²/4, the mean area is

⟨a⟩ = (π/4)d² exp(s²) = 0.2521 µm².

For k = 4, ⟨D⁴⟩ = exp(4m + 8s²), while ⟨D²⟩² = exp(4m + 4s²). Hence

⟨a²⟩/⟨a⟩² = exp(4s²) = e for s = 0.5.

The map area is 400 µm², so

N = 400/0.2521 ≈ 1587,

N_eff = 1587/e ≈ 584.

The standard error is

√(0.1363 × 0.8637/584) = 0.0142,

or 1.42 percentage points. A simulation of 4000 random maps with these grain sizes gave 1.40 percentage points. Two standard errors above the baseline is 16.5 percent, so a reading of 15 percent would be weak evidence of texture in a map of this size. The reading of 60 percent lies more than thirty standard errors above the baseline.

Twins make neighbouring grains statistically dependent. The twin considered here is related to its parent by a half-turn about a ⟨111⟩ axis. In a random film the twin is also randomly oriented, since a fixed rotation leaves a uniform distribution uniform. The mean baseline is unchanged, but the scatter is not.

Parent and twin share the two opposite directions along the twin axis. If n lies in either of those caps, both grains pass. The probability of this is 2p₁ = F₀/4.

To see whether they can pass in another way, take the axis u = (1, 1, 1)/√3 and the parent direction v = (−1, 1, 1)/√3. A half-turn keeps the component along u and reverses the rest:

v′ = 2(u·v)u − v.

Since u·v = 1/3,

v′ = (5, −1, −1)/(3√3).

Its largest scalar product with a parent ⟨111⟩ direction is that with (1, −1, −1)/√3, namely 7/9. The angle is 38.94°. By symmetry the other unshared directions behave in the same way. As 38.94° exceeds 30°, no further caps overlap, and the joint probability is F₀/4, or 3.41 percent. The random rotations gave 3.39 percent.

The covariance of the two indicators is F₀/4 − F₀². Divided by the variance F₀(1 − F₀), it gives the correlation

ρ = (1/4 − F₀)/(1 − F₀) = 0.132.

Suppose that each grain has at most one twin partner. A pair with areas a₁ and a₂ adds 2ρa₁a₂ to the weighted sum of squares. Because 2a₁a₂ ≤ a₁² + a₂², the variance grows by at most the factor 1 + ρ. The standard error is then at most

1.42 × √1.132 = 1.51 percentage points.

This bound holds only for isolated pairs. Larger groups can exceed it. If a twin lamella cuts a parent grain in two, the two outer parts have the same orientation and pass or fail together. For three parts of equal area, with the same distribution of grain sizes as before, the variance grows by the factor (5 + 4ρ)/3 = 1.84, and the standard error becomes about 1.93 percentage points. Repeated lamellae can raise it further.

**Variation 1: other directions and wider windows**

*Find the 15° baselines for ⟨100⟩ and ⟨110⟩. What happens to the ⟨111⟩ result when the window is widened to 45°?*

There are six ⟨100⟩ directions, at least 90° apart, and twelve ⟨110⟩ directions, at least 60° apart. Both sets of caps are disjoint at 15°, so

F₀(100) = 3(1 − cos α) = 10.22 percent,

F₀(110) = 6(1 − cos α) = 20.44 percent.

Equal measured fractions for two families would therefore not mean equal texture strengths.

The ⟨111⟩ formula holds until neighbouring caps touch, at half of 70.53°, or 35.26°. At 45° it gives 117.16 percent, which is impossible because normals in overlapping caps have been counted twice.

The true fraction follows from the nearest direction. By symmetry, take n = (x, y, z) with all components positive. The nearest ⟨111⟩ direction is then [111], and the window is

x + y + z ≥ √3 cos α.

At fixed z, put x = r cos φ and y = r sin φ, with r = √(1 − z²). Since cos φ + sin φ = √2 cos(φ − π/4), the condition becomes

√2 cos(φ − π/4) ≥ q, where q = (√3 cos α − z)/r.

The allowed range Δφ is zero for q > √2, the full π/2 for q ≤ 1, and 2 arccos(q/√2) between these values. Equal steps in z cover equal areas of a sphere, so

F₀ = (2/π) ∫₀¹ Δφ dz.

Numerical integration gives 94.19 percent at 45°. At 15° it gives 13.630 percent, in agreement with the cap formula.

The fraction reaches 100 percent when cos α = 1/√3, at 54.74°. This follows because x + y + z is never less than 1 for a unit vector with positive components: its square is 1 + 2(xy + yz + zx). The normals farthest from ⟨111⟩ lie along the cube axes.

**Variation 2: a fibre with spread and twins**

*Keep the measured fraction at 60 percent. Let the fibre axis have two independent Gaussian tilts of width w = 5°, and let 20 percent of the fibre area consist of twins on {111} planes inclined to the film. Find the fibre share, counting these twins as part of the fibre.*

For small tilts, the total tilt θ has density (θ/w²) exp(−θ²/2w²). The part within α is

1 − exp(−α²/2w²) = 1 − exp(−4.5) = 0.9889.

The calculation in (c) shows what an inclined twin does. If the parent has [111] along the normal, the twin has its nearest ⟨111⟩ direction 38.94° away and leaves the window. A parent tilt of at least 23.94° would be needed to bring it back. That is 4.8 widths, and its probability is negligible here. A twin on the {111} plane parallel to the film keeps its normal and is not part of the 20 percent.

The captured part of the fibre is

c = 0.80 × 0.9889 = 0.7911.

The mixture now obeys F = fc + (1 − f)F₀. Subtracting F₀ gives F − F₀ = f(c − F₀), so

f = (F − F₀)/(c − F₀) = 0.4637/0.6548 = 0.708.

The fibre share rises from 53.7 to 70.8 percent. Spread alone would raise it to 54.4 percent, so most of the change comes from the twins. A simulated film of 500,000 orientations with this composition had 59.94 percent in the window, consistent with the required 60 percent.

**Comparison with a copper film**

The map values are round numbers in the rough regime of an annealed copper interconnect film, where grains are some tenths of a micrometre to a few micrometres across and twins are common. The texture fraction, twin share and tilt width are chosen, not measured, and all depend on how a film is made. Of the effects sized here, inclined twinning matters most: it changes the inferred fibre share by about 16 percentage points at fixed measured fraction.

Elastic strain also makes the lattice slightly non-cubic. For an isotropic film with free surface, in-plane strain e_p and Poisson ratio ν, zero normal stress gives e_z = −2νe_p/(1 − ν). With e_p = 0.300 percent and ν = 0.35, e_z = −0.323 percent. A lattice direction at angle θ moves to θ′, where

tan θ′ = tan θ (1 + e_p)/(1 + e_z).

Directions that end at 15° began at 14.911°, and the random baseline falls by 0.16 percentage points. For the normals of {111} planes, which diffraction measures, the strain factor is inverted and the baseline of the isotropic film rises by about the same amount.

Copper is not elastically isotropic, and its tilted grains also shear. With cubic elastic constants C₁₁ = 168, C₁₂ = 121 and C₄₄ = 75 GPa, and the same in-plane strain in every grain, the shifts depend on how the shear is accommodated. For grains bonded to a flat substrate, so that the shear is a sideways displacement growing with height, they are about −0.33 percentage points for lattice directions and +0.13 for plane normals. If the same strain acts without the accompanying lattice rotation, they are about −0.23 and +0.24. The chosen strain is also on the high side: in a ⟨111⟩ copper grain it corresponds to an in-plane stress of about 780 MPa, which is high for an annealed film. Even so, these shifts are well below the scatter of the map. The remaining values are listed in the numerical output.

Table of computed values

```
Window half-angle: 15.0 degrees
cos(alpha): 0.965926
Number of <111> directions: 8
Smallest <111> separation: 70.53 degrees
Largest angle without overlap: 35.26 degrees
Probability for one cap: 1.7037 percent
Random <111> baseline: 13.630 percent
Baseline by sphere integral: 13.630 percent
Baseline by random rotations: 13.65 percent
Sampling standard error: 0.034 percentage points
Mounting tilt tested: 3.0 degrees
Baseline with mounting tilt: 13.66 percent
Wrong baseline, equal polar steps: 10.77 percent
Four caps only (wrong): 6.81 percent
<111> baseline at 5 degrees: 1.52 percent
<111> baseline at 10 degrees: 6.08 percent
<111> baseline at 20 degrees: 24.12 percent
Cap sum at 45 degrees (invalid): 117.16 percent
True fraction at 45 degrees: 94.19 percent
<100> baseline at 15 degrees: 10.22 percent
<110> baseline at 15 degrees: 20.44 percent
Map side: 20.0 um
Mean grain diameter: 0.50 um
Lognormal diameter width: 0.50
Measured fraction, chosen: 60.0 percent
Multiple of random: 4.40
Fibre share, simple model: 53.7 percent
Mean grain area: 0.2521 um^2
Expected grain number: 1587
Effective grain number: 584
Map standard error: 1.42 percentage points
Simulated map error: 1.40 percentage points
Baseline plus two errors: 16.5 percent
Parent and twin both in window: 3.41 percent
Same by random rotations: 3.39 percent
Parent-twin correlation: 0.132
Map error bound with twin pairs: 1.51 percentage points
Inclined twin to nearest <111>: 38.94 degrees
Inclined-twin share, chosen: 20.0 percent
Fibre tilt width, chosen: 5.0 degrees
Capture with spread only: 98.89 percent
Capture with spread and twins: 79.11 percent
Fibre share, spread only: 54.4 percent
Fibre share, spread and twins: 70.8 percent
Fraction in simulated mixed film: 59.94 percent
In-plane strain, chosen: 0.300 percent
Poisson ratio, chosen: 0.35
Normal strain: -0.323 percent
Unstrained window edge: 14.911 degrees
Baseline shift from strain: -0.160 percentage points
Same by random rotations: -0.157 percentage points
```
